# Probability that a closed TiSi2 line segment stays C49

## Fifty nuclei and one segment

Take a TiSi2 film of area $A=100\ \mu\mathrm{m}^2$ in the C49 phase and scatter $N=50$ nuclei of the C54 phase over it, each placed independently and with equal likelihood everywhere. Mark out one line segment of length $L=4\ \mu\mathrm{m}$ and width $w=0.25\ \mu\mathrm{m}$. Its area is $a=wL=1\ \mu\mathrm{m}^2$.

One nucleus misses the segment with probability $1-a/A=0.99$. The nuclei are independent, so all fifty miss it with probability

$$\left(1-\frac{a}{A}\right)^{N}=0.99^{50}=0.605 .$$

Suppose now that the segment is closed: the silicide has been removed along both long sides, which are now the edges of a narrow line, and it is interrupted at both ends, so no C54 front can enter. A segment without a nucleus then has no way to transform, and it stays C49 however long the nuclei elsewhere grow. A segment with a nucleus has begun to transform. Hence 0.605 is the probability that the segment remains wholly untransformed, and the growth speed is absent from it.

## From a finite film to the Poisson law

Keep the areal density $\rho=N/A$ fixed and let the film grow. With $N=\rho A$, the logarithm of the probability is

$$\rho A\ln\left(1-\frac aA\right)
=\rho A\left(-\frac aA-\frac{a^2}{2A^2}-\dots\right)
=-\rho a-\frac{\rho a^2}{2A}-\dots$$

The second term vanishes as $A\to\infty$. With the linear density $\lambda=\rho w$, so that $\rho a=\lambda L$, the limit is

$$\boxed{P_{\rm closed}=e^{-\rho wL}=e^{-\lambda L}} .$$

For the numbers above, $\rho=0.5\ \mu\mathrm{m}^{-2}$, $\lambda=0.125\ \mu\mathrm{m}^{-1}$ and $P_{\rm closed}=e^{-0.5}=0.607$. Expanding the exponential of the second term gives the leading finite-film correction, $-e^{-\rho a}\rho a^2/(2A)$. For $A=100\ \mu\mathrm{m}^2$ it is $-0.0015$, which accounts for the difference between 0.607 and 0.605.

The same law follows without a film of finite size. Let $P(L)$ be the probability of no nucleus in a length $L$, and add a short piece $dL$. The Poisson assumption says that the piece holds a nucleus with probability $\lambda\,dL$, independently of the rest. Both parts must be empty:

$$P(L+dL)=P(L)(1-\lambda\,dL)\quad\Rightarrow\quad \frac{dP}{dL}=-\lambda P .$$

A segment of zero length holds no nucleus, so $P(0)=1$ and $P(L)=e^{-\lambda L}$.

## Nucleation during the anneal

Nuclei need not all be present at the start. Let $J(t)$ be the nucleation rate per unit length of C49 line and per unit time. There is no C54 at $t=0$, C54 does not revert, and the size of a new nucleus is neglected.

While the segment is wholly C49, its entire length is available for nucleation. In the next interval $dt$ the first nucleus therefore appears with probability $J(t)L\,dt$, and

$$\frac{dP_{\rm closed}}{dt}=-J(t)L\,P_{\rm closed}
\quad\Rightarrow\quad
P_{\rm closed}(t)=e^{-\lambda(t)L},\qquad
\lambda(t)=\int_0^tJ(s)\,ds .$$

The quantity $\lambda(t)L$ needs a careful reading. Once a nucleus has grown, the material it has consumed can no longer nucleate C54. The mean number of real nuclei is then smaller than $\lambda L$. To keep a Poisson process, one adds virtual events inside the transformed material at the same rate $J$. Real and virtual events together have mean $\lambda L$ per segment.

The virtual events do not alter $P_{\rm closed}$, because the first event in a closed segment finds only C49 and is therefore real. No real nucleus means no event at all, and the reverse also holds. Thus $-\ln P_{\rm closed}$ measures the mean number of events, not the mean number of grains that can be counted afterwards.

## A limited supply of sites

Suppose that C54 nucleates at special sites, Poisson distributed with linear density $\lambda_\infty$, and that each site becomes active independently after a random time with an exponential distribution of mean $\tau$. Then

$$J(t)=\frac{\lambda_\infty}{\tau}e^{-t/\tau},\qquad
\lambda(t)=\frac{\lambda_\infty}{\tau}\int_0^t e^{-s/\tau}ds
=\lambda_\infty\left(1-e^{-t/\tau}\right).$$

At short times $\lambda\approx\lambda_\infty t/\tau$, so the untransformed probability first falls linearly in time. At long times

$$P_{\rm closed}\to e^{-\lambda_\infty L}.$$

This limit is not zero. Segments that contain no site remain C49, and in this model a longer anneal at the same temperature cannot convert them. If instead $J$ stayed constant, $\lambda=Jt$ would grow without bound and every finite segment would eventually transform. The residue is thus a consequence of the limited number of sites together with the closed ends.

## What opening the ends changes

Let the segment now be part of a longer line, with C54 fronts moving at constant speed $v$. The line is straight and of constant width, so the part of the segment nearest to an outside nucleus lies directly along the line. The first arrival of a front therefore depends only on the distance along the line, not on the width. The line must extend at least $vt$ beyond each end of the segment.

An event at time $s$, at distance $d$ outside an end, reaches the segment by time $t$ if $d\le v(t-s)$. Events that can spoil the segment therefore come from a length $L+2v(t-s)$: the segment itself and one strip on each side.

Virtual events are harmless here too. A virtual event is born behind a front that has already passed. Its own front moves at the same speed and in the same medium, so it never overtakes the real one. The set of transformed points is the same with or without it, and one may use the full Poisson process. The probability of no harmful event is

$$P_{\rm open}(t)=\exp\left\{-\int_0^tJ(s)\left[L+2v(t-s)\right]ds\right\}
=P_{\rm closed}(t)\,e^{-B(t)} ,$$

$$B(t)=2v\int_0^tJ(s)(t-s)\,ds .$$

For the limited supply of sites, integrate by parts, differentiating $t-s$ and integrating $e^{-s/\tau}$:

$$\int_0^t(t-s)e^{-s/\tau}ds
=\left[-\tau(t-s)e^{-s/\tau}\right]_0^t-\tau\int_0^te^{-s/\tau}ds
=\tau t-\tau^2\left(1-e^{-t/\tau}\right).$$

Therefore

$$B(t)=\frac{2v\lambda_\infty}{\tau}
\left[\tau t-\tau^2\left(1-e^{-t/\tau}\right)\right].$$

For $t\ll\tau$ the bracket is $t^2/2$ to leading order, and $B\approx v\lambda_\infty t^2/\tau$. Invasion starts quadratically, because nuclei must first form outside and then travel. For $t\gg\tau$, $B\approx2v\lambda_\infty(t-\tau)$ keeps growing, so $P_{\rm open}\to0$ on an unlimited line. If one end is closed and the other open, one of the two strips is missing and $B$ is halved.

## The mean C49 fraction is a different quantity

A segment with one young nucleus is no longer wholly C49, yet most of it may be. The mean fraction $f$ of C49 length must therefore be distinguished from $P_{\rm closed}$.

Take a closed segment with all nuclei present at the start, and let $R=vt$ be the distance a front has travelled. Let the line be narrow compared with $R$, so that distances across it can be neglected. A point $x$ is then still C49 if no nucleus lies within $R$ of it inside the segment. Let $c(x)$ be the length of the part of $[x-R,x+R]$ that lies inside $[0,L]$. Then

$$f=\frac1L\int_0^Le^{-\lambda c(x)}dx .$$

**Short reach, $2R\le L$.** Points at least $R$ from both ends have $c=2R$ and occupy a length $L-2R$. Points with $x<R$ have $c=x+R$, and the other end contributes equally by symmetry. The two end zones give

$$2\int_0^Re^{-\lambda(x+R)}dx=\frac2\lambda\left(e^{-\lambda R}-e^{-2\lambda R}\right),$$

so that

$$f=\frac1L\left[(L-2R)e^{-2\lambda R}+\frac2\lambda\left(e^{-\lambda R}-e^{-2\lambda R}\right)\right].$$

**Intermediate reach, $R\le L\le2R$.** Points between $L-R$ and $R$ can be reached from the whole segment. They have $c=L$ and occupy a length $2R-L$. The end zones now have length $L-R$ each, and

$$2\int_0^{L-R}e^{-\lambda(x+R)}dx=\frac2\lambda\left(e^{-\lambda R}-e^{-\lambda L}\right),$$

$$f=\frac1L\left[(2R-L)e^{-\lambda L}+\frac2\lambda\left(e^{-\lambda R}-e^{-\lambda L}\right)\right].$$

**Long reach, $R\ge L$.** Every point can be reached from everywhere in the segment. Hence $c=L$ and $f=e^{-\lambda L}=P_{\rm closed}$.

The two expressions agree at $2R=L$, and the second becomes $e^{-\lambda L}$ at $R=L$. In general $f\ge P_{\rm closed}$, since empty segments contribute $P_{\rm closed}$ to $f$ and partly transformed ones add to it.

## Numbers for a 30 s anneal

The following are round model parameters, not measured properties of TiSi2: $w=0.25\ \mu\mathrm{m}$, $L=4\ \mu\mathrm{m}$, a saturated areal density of $0.5\ \mu\mathrm{m}^{-2}$, $\tau=20$ s, $t=30$ s and $v=0.1\ \mu\mathrm{m/s}$. The saturated linear density is $\lambda_\infty=0.5\times0.25=0.125\ \mu\mathrm{m}^{-1}$.

The fraction of sites used is $1-e^{-1.5}=0.777$. Hence

$$\lambda(t)L=0.125\times0.777\times4=0.388,\qquad
P_{\rm closed}=e^{-0.388}=0.678 .$$

For open ends,

$$B=\frac{2\times0.1\times0.125}{20}\left[20\times30-20^2\times0.777\right]=0.362,$$

$$P_{\rm open}=e^{-(0.388+0.362)}=0.472 .$$

Closing the ends raises the untransformed probability from 47% to 68%. Longer annealing lowers the closed value no further than 0.607.

A Monte Carlo simulation shows the difference between events and nuclei. It draws random event times and positions for 60 000 segments, discards events that fall in transformed material, and moves the fronts at speed $v$, measuring distances along the line only. The closed segments had on average 0.383 events but 0.357 real nuclei. Both sample means are slightly low. The expected number of events is 0.388. The expected number of real nuclei, obtained by integrating $J(s)$ times the mean length still C49 at time $s$, is 0.362. The untransformed fractions were 0.683 for closed and 0.479 for open ends.

Both fractions lie above the formulas, by about 2.3 and 3.3 standard errors of the sampling. The second deviation is large for a single chance result. The two are not independent, because they use the same random events, and the mean number of events in this sample was itself about two standard errors below 0.388. For closed ends, this shortage of 0.0053 events per segment would be expected to raise the untransformed fraction by about $0.678\times0.0053=0.0036$, which is most of the deviation of 0.0045. For open ends, harmful events outside the segment matter too. They averaged 0.358 in this sample instead of $B=0.362$. The total shortage accounts for about 0.0040 of the deviation of 0.0067. The deviations are sampling fluctuations: with $2\times10^6$ segments and new random numbers the fractions are 0.6781 and 0.4725, in agreement with the formulas.

A front needs up to $L/v=40$ s to cross the segment, longer than the anneal. Some segments may therefore be partly transformed at 30 s. For this anneal, with nuclei appearing at rate $J(s)$, the exponent $\lambda c(x)$ in $f$ is replaced by $\int_0^tJ(s)\,c(x)\,ds$, with $c$ evaluated for the reach $v(t-s)$. This gives $f=0.771$, which is 0.093 above $P_{\rm closed}=0.678$. The simpler case below shows how the excess depends on the reach. Its entry $R=vt=3\ \mu\mathrm{m}$ does not describe this anneal, because late nuclei have grown less far. For $\lambda=0.125\ \mu\mathrm{m}^{-1}$, with all nuclei present at the start and distances across the line neglected:

- $R=1\ \mu\mathrm{m}$ gives $f=0.804$;
- $R=3\ \mu\mathrm{m}$ gives $f=0.626$;
- $R=5\ \mu\mathrm{m}$ gives $f=0.607$, which is $P_{\rm closed}$.

At $R=1\ \mu\mathrm{m}$, the difference $0.8042-0.6065=0.1977$ is C49 material in segments that already hold a nucleus. It disappears by growth alone. The remaining 0.607 does not. Keeping the width of $0.25\ \mu\mathrm{m}$ raises $f$ at $R=1\ \mu\mathrm{m}$ by about 0.0008, to 0.805, and leaves the other two entries unchanged to three digits.

## Width, length and the inverse problem

At fixed areal density, narrowing the line removes nuclei in proportion to $w$. For $L=4\ \mu\mathrm{m}$ and saturated nuclei, $P_{\rm closed}$ is 0.135 at $w=1\ \mu\mathrm{m}$, 0.368 at $0.5\ \mu\mathrm{m}$, 0.607 at $0.25\ \mu\mathrm{m}$ and 0.819 at $0.1\ \mu\mathrm{m}$. Each halving of the width replaces $P_{\rm closed}$ by its square root.

The length at which a fraction $p$ of closed segments stays untransformed follows by taking the logarithm of $p=e^{-\lambda L_p}$:

$$L_p=-\frac{\ln p}{\lambda}.$$

For $p=0.01$ and $\lambda=0.125\ \mu\mathrm{m}^{-1}$, $L_p=36.8\ \mu\mathrm{m}$. Short closed segments are thus the ones most likely to keep the C49 phase.

Conversely, if a fraction $\hat p$ of $M$ equal, independent closed segments is found untransformed, the estimate is $\hat\lambda=-\ln\hat p/L$. The standard error of $\hat p$ is $\sqrt{p(1-p)/M}$. Since $|d\lambda/dp|=1/(Lp)$, the standard error of $\hat\lambda$ is, to leading order for large $M$,

$$\delta\lambda=\frac1L\sqrt{\frac{1-p}{pM}} .$$

If the ends are in fact open, the same procedure returns $\lambda+B/L$ and overestimates the density of events.

## Where the simple exponent fails

The relation $\lambda=\rho w$ assumes nucleation uniform over the area, and its use for different widths assumes that $\rho$ stays the same. In real TiSi2 lines the second assumption can fail when the C49 grains form inside the line and its width approaches the grain size. C54 nucleates preferentially where C49 grains meet, and such a line can contain fewer of these junctions per unit area than a wide film. If each of the two long edges adds independent nuclei with linear density $\eta$, the means add and

$$P_{\rm closed}=e^{-(\rho w+2\eta)L}.$$

This tends to $e^{-2\eta L}$, not to one, as $w\to0$. A plot of $-\ln P_{\rm closed}/L$ against $w$ would then be a straight line with intercept $2\eta$, provided that $\rho$ and $\eta$ do not themselves depend on the width.

The density may also vary from segment to segment, for instance through uneven film thickness. If it is uniform within each segment, the observed probability is the average of $e^{-\lambda L}$ over $\lambda$. The exponential is a convex function, so

$$\left\langle e^{-\lambda L}\right\rangle\ge e^{-\langle\lambda\rangle L}.$$

Variation at fixed mean density therefore leaves at least as many untransformed segments as the Poisson law with the mean density predicts. If the density does vary, the estimate $-\ln\hat p/L$ therefore approaches a value below the true mean density as the number $M$ of counted segments grows. In a finite sample with $Mp\gg1$, the logarithm of a fluctuating $\hat p$ adds an upward bias of about $(1-p)/(2pML)$, which can offset this shift. When $Mp$ is not large, this expression is unreliable, and a sample with $\hat p=0$ gives no finite estimate at all.
